# Why Dirac electrons are most diamagnetic with the Fermi level in the gap

Electrons near the band edge of bismuth resemble relativistic particles whose mass is very small along two of three axes. When their Fermi level lies in the gap $2\Delta$, there is no Fermi surface, yet at zero temperature their diamagnetism is at its largest:

$$
\chi=-\chi_0\,\operatorname{arsinh}\frac{\Lambda}{\Delta}\simeq-\chi_0\ln\frac{2\Lambda}{\Delta},\qquad
\chi_0=\frac{\mu_0e^2}{6\pi^2\hbar}\,\frac{v_xv_y}{v_z}. \tag{1}
$$

The field $B$ points along $z$, the $v_i$ are band velocities, and $\Lambda=\hbar v_zK$ is the energy at which the linear band is cut off in $k_z$. The susceptibility is the SI volume value for one valley. The maximum is a plateau: $\chi$ does not change while the Fermi level $\mu$, measured from midgap, moves within the gap. Once $|\mu|>\Delta$,

$$
\chi=-\chi_0\left[\operatorname{arsinh}\frac{\Lambda}{\Delta}-\operatorname{arcosh}\frac{|\mu|}{\Delta}\right], \tag{2}
$$

with quantum oscillations smoothed away. The filled valence band produces the logarithm, through virtual transitions across the gap, and carriers take part of it back.

## The model and its levels

For independent electrons of charge $-e$ in one valley,

$$
H=\Delta\beta+\sum_i v_i\alpha_i\pi_i,\qquad \boldsymbol\pi=\mathbf p+e\mathbf A .
$$

The Dirac matrices $\beta$ and $\alpha_i$ square to one and anticommute with one another. Hence the cross terms with $\beta$ cancel in $H^2$. Products of the $\alpha_i$ follow the rule for Pauli matrices, $\alpha_x\alpha_y=i\Sigma_z$, where $\Sigma_z$ has eigenvalues $s=\pm1$. With $[\pi_x,\pi_y]=-i\hbar eB$,

$$
H^2=\Delta^2+v_z^2p_z^2+v_x^2\pi_x^2+v_y^2\pi_y^2+e\hbar v_xv_yB\,\Sigma_z .
$$

The operators $v_x\pi_x$ and $v_y\pi_y$ have a constant commutator of size $e\hbar v_xv_yB$, so the sum of their squares is an oscillator with eigenvalues $e\hbar v_xv_yB(2n+1)$. Therefore

$$
E_j^2=\varepsilon^2+wj,\quad \varepsilon^2=\Delta^2+(\hbar v_zk_z)^2,\quad w=2e\hbar v_xv_yB,\quad j=n+\tfrac12+\tfrac s2 .
$$

The value $j=0$ arises once, from $n=0$, $s=-1$. Every $j\ge1$ arises twice, from $(n,s)=(j,-1)$ and $(j-1,+1)$. One further matrix anticommutes with $\beta$ and all $\alpha_i$, so the spectrum is symmetric about zero. The valence band thus has levels $-E_j$ with multiplicities $g_0=1$ and $g_{j\ge1}=2$, each holding $eB/(2\pi\hbar)$ states per unit area.

## The energy of the filled sea

With $\mu$ in the gap and $T=0$, the energy density is

$$
u(B)=\frac{eB}{2\pi\hbar}\int\frac{dk_z}{2\pi}\sum_j g_jF(wj),\qquad F(s)=-\sqrt{\varepsilon^2+s}.
$$

The sum needs an upper cutoff. Let it be smooth and depend on energy alone, so that it respects gauge invariance and $F$ vanishes smoothly at the top. Because the lowest level has half the weight of the others, this is a trapezoidal sum, and the Euler–Maclaurin formula gives

$$
\sum_jg_jF(wj)=2\left[\tfrac12F(0)+\sum_{j\ge1}F(wj)\right]
=\frac2w\int_0^\infty F\,ds-\frac w6F'(0)+\dots \tag{3}
$$

Since $w\propto B$, the integral term multiplied by the degeneracy is independent of $B$: it is the zero-field energy. The field effect comes from the bottom of the ladder, where $F'(0)=-1/(2\varepsilon)$:

$$
\delta u=\frac{eB}{2\pi\hbar}\int\frac{dk_z}{2\pi}\,\frac{2e\hbar v_xv_yB}{12\,\varepsilon}
=\frac{e^2B^2v_xv_y}{24\pi^2}\int_{-K}^{K}\frac{dk_z}{\varepsilon}.
$$

This is positive: the field raises the energy of the sea. With $\hbar v_zk_z=\Delta\sinh t$, the last integral is $\int dt/(\hbar v_z)=(2/\hbar v_z)\operatorname{arsinh}(\Lambda/\Delta)$. The magnetization is $-\partial u/\partial B$, and for $|\chi|\ll1$ we have $\chi=-\mu_0\,\partial^2u/\partial B^2$, which gives (1).

For $\Delta\ll\hbar v_z|k_z|\ll\Lambda$ the integrand is proportional to $1/|k_z|$, so equal ratios of energy contribute equally. The gap ends the logarithm below and the bandwidth ends it above.

The coefficient is firmer than the constant beside it. Suppose the cutoff on $k_z$ is replaced by a weight $c(x)=e^{-x^2}$, $x=E/\Lambda$, on each level energy. Then $F=-Ec$ and $F'(0)=-(c+xc')/(2\varepsilon)$. For $\Lambda\gg\Delta$ the $xc'$ term adds $\int_0^\infty c'\,dx=-1$ to the logarithm. The $c$ term, integrated by parts, gives

$$
\ln\frac{2\Lambda}{\Delta}+\int_0^\infty2x\,e^{-x^2}\ln x\,dx=\ln\frac{2\Lambda}{\Delta}-\frac{\gamma}{2},
$$

where $\gamma$ is Euler's constant. The logarithm has become $\ln(2\Lambda/\Delta)-1-\gamma/2$, with the same coefficient. An explicit level sum for $\Lambda/\Delta=80$, less the zero-field integral, agrees with this form to 0.04%.

## Where the interband coupling enters

The level sum gives the answer without naming the process. A weak, slowly varying field shows it. Take equal velocities $v$ and $A_y=A_0\cos qx$. The perturbation $ev\alpha_yA_y$ has two Fourier components of amplitude $A_0/2$. With a full valence band and an empty conduction band, Pauli exclusion leaves only transitions across the gap. Second-order perturbation theory gives

$$
\delta u=-\frac{e^2v^2A_0^2}{2}R(q),\qquad
R(q)=\int\frac{d^3k}{(2\pi)^3}\frac{M}{\varepsilon_++\varepsilon_-},
$$

$$
M=\sum_{c,v}\left|\langle c,\mathbf k+\tfrac{\mathbf q}2|\alpha_y|v,\mathbf k-\tfrac{\mathbf q}2\rangle\right|^2 .
$$

At $q=0$ the potential is uniform and can be gauged away, so it cannot change the energy. The nonzero $R(0)$ is an artefact of cutting off $\mathbf k$, and it must be subtracted. The mean square field is $q^2A_0^2/2$, so the magnetic energy is $\delta u=-\chi q^2A_0^2/(4\mu_0)$. Comparison gives, for small $q$,

$$
\chi=2\mu_0e^2v^2\,\frac{R(q)-R(0)}{q^2}. \tag{4}
$$

The sign now has a plain reading. Virtual transitions lower the energy, but they lower it less when the potential varies in space. The lost lowering is the cost of the field.

To find its size, take $\hbar vk\gg\Delta$, where the mass can be dropped. Let $\mathbf n_\pm$ be the unit vectors along $\mathbf k_\pm=\mathbf k\pm\mathbf q/2$. The band projectors are $(1\pm\boldsymbol\alpha\cdot\mathbf n)/2$, and

$$
M=\tfrac14\operatorname{Tr}\left[(1+\boldsymbol\alpha\cdot\mathbf n_+)\alpha_y(1-\boldsymbol\alpha\cdot\mathbf n_-)\alpha_y\right]
=1+\mathbf n_+\!\cdot\mathbf n_--2n_{+y}n_{-y},
$$

because $\alpha_y(\boldsymbol\alpha\cdot\mathbf n)\alpha_y=-\boldsymbol\alpha\cdot\mathbf n+2n_y\alpha_y$. Write $a=n_x^2$ and $b=n_y^2$ for the direction of $\mathbf k$. To order $q^2$,

$$
k_++k_-=2k\left[1+\frac{q^2(1-a)}{8k^2}\right],\qquad
\mathbf n_+\!\cdot\mathbf n_-=1-\frac{q^2(1-a)}{2k^2},
$$

$$
n_{+y}n_{-y}=\frac{k_y^2}{k_+k_-}=b\left[1-\frac{q^2}{4k^2}+\frac{q^2a}{2k^2}\right].
$$

Inserting these gives

$$
\frac{M}{k_++k_-}=\frac1{2k}\left\{2(1-b)+\frac{q^2}{k^2}\left[-\frac{(1-a)(1-b)}4-\frac{1-a}2+\frac b2-ab\right]\right\}.
$$

Over all directions $a$ and $b$ average to $1/3$, and $ab$ to $1/15$. The square bracket becomes $-\frac1{10}-\frac13+\frac16-\frac1{15}=-\frac13$. With the two momenta placed symmetrically about $\mathbf k$, as here, the first term comes from larger energy denominators and the other three, together $-\frac7{30}$, from weaker matrix elements. Another placement changes this split but not the sum. Thus

$$
R(q)-R(0)=\frac1{\hbar v}\int\frac{4\pi k^2dk}{(2\pi)^3}\,\frac1{2k}\left(-\frac{q^2}{3k^2}\right)
=-\frac{q^2}{12\pi^2\hbar v}\int\frac{dk}{k},
$$

and (4) returns $\chi=-(\mu_0e^2v/6\pi^2\hbar)\int dk/k$, with the coefficient of (1). Below $k\sim\Delta/\hbar v$ the denominators stop shrinking, and the logarithm ends there.

The part played by the gap can be isolated by comparing two gaps at the same large maximum $k$, because the dependence on that maximum cancels in the difference. Evaluating (4) with the full massive matrices, the logarithm grows by 1.3861 when the gap is reduced fourfold, against $\ln4=1.3863$.

Unequal velocities follow by rescaling $k_i'=v_ik_i$. The vertex supplies $v_y^2$, the wavevector $q$ along $x$ supplies $v_x^2$, and the volume element supplies $1/(v_xv_yv_z)$. The product is $v_xv_y/v_z$, as in (1).

## Why carriers reduce the effect

At general $\mu$ and $T$, the level energy in (3) is replaced by its contribution to the grand potential. A conduction level at $E$ contributes $-k_BT\ln[1+e^{-(E-\mu)/k_BT}]$, whose derivative with respect to $E$ is the Fermi function $f(E)$. The valence level at $-E$ contributes a term with derivative $-f(-E)$. Since $dE/ds=1/(2E)$, $F'(0)$ becomes $-[f(-\varepsilon)-f(\varepsilon)]/(2\varepsilon)$, and the logarithm in (1) becomes

$$
L(\mu,T)=\int_0^K\hbar v_z\,dk_z\,\frac{f(-\varepsilon)-f(\varepsilon)}{\varepsilon},\qquad
f(-\varepsilon)-f(\varepsilon)=\frac{\sinh(\varepsilon/k_BT)}{\cosh(\varepsilon/k_BT)+\cosh(\mu/k_BT)}. \tag{5}
$$

The last fraction falls as $|\mu|$ grows. At any nonzero temperature the zero-field diamagnetism of this symmetric model therefore peaks at midgap, and the peak flattens into the plateau as $T\to0$. In that limit the numerator in the integral is zero for $\varepsilon<|\mu|$ and one above. The lost part is $\operatorname{arsinh}(\sqrt{\mu^2-\Delta^2}/\Delta)=\operatorname{arcosh}(|\mu|/\Delta)$, which proves (2). The order of limits matters: $B$ goes to zero before $T$. If the level spacing is not small compared with $k_BT$, the sharp Fermi edge adds quantum oscillations.

In terms of transitions, an electron placed in the conduction band blocks a virtual transition that the sea used. It also brings transitions within its own band, and (2) contains both effects. There is also a magnetic reading. Remove the shift $s/2$ from the levels, leaving doubly occupied ones at $n+\frac12$. The midpoint form of Euler–Maclaurin then gives a field term $+wF'(0)/12$, in place of the total $-wF'(0)/6$. The spin-like shift must supply the difference, $-wF'(0)/4$, which is $-3$ times the orbital part. For conduction electrons $F'(0)>0$, so the spin-like part lowers the energy and wins: they are net paramagnetic. For the filled sea $F'(0)<0$ and both signs reverse. Its diamagnetism thus comes from the spin-like shift, while the orbital part alone would be paramagnetic.

Just above the band edge this joins the familiar theory of metals. For equal velocities the mass is $m^*=\Delta/v^2$, and $\operatorname{arcosh}(\mu/\Delta)\simeq\hbar vk_F/\Delta$. The carriers then contribute

$$
+\chi_0\frac{\hbar vk_F}{\Delta}=\frac{\mu_0e^2k_F}{6\pi^2m^*}
=\frac23\,\mu_0\left(\frac{e\hbar}{2m^*}\right)^2\frac{m^*k_F}{\pi^2\hbar^2}.
$$

This is the Pauli term, with moment $e\hbar/2m^*$ and the band-edge density of states, less the Landau third. Holes behave in the same way by symmetry.

## Numbers in the regime of bismuth

Take round values, roughly those of the L-point electrons of bismuth: a gap of 15 meV, so $\Delta=7.5$ meV, and velocities $v_1,v_2,v_3=1.0,\,0.07,\,0.70\times10^6$ m/s. The cutoff $\Lambda=200$ meV is a model choice. Let the field lie along the heavy axis 2 of one valley. The velocity factor is $v_1v_3/v_2=1.0\times10^7$ m/s, which gives $\chi_0=5.165\times10^{-5}$. The logarithm is $\ln(400/7.5)=3.977$. Hence

$$
\chi=-5.165\times10^{-5}\times3.977=-2.05\times10^{-4}\ \text{(SI)},
$$

or $-1.6\times10^{-5}$ emu/cm³ in cgs units. Halving the gap at fixed $\Lambda$ adds $\ln2$ to the logarithm and gives $-2.41\times10^{-4}$; so does doubling $\Lambda$ at fixed gap.

With gap and cutoff fixed and $T=0$, the Fermi level acts as follows.

| $\mu$ from midgap (meV) | logarithm | $\chi$ ($10^{-4}$, SI) |
|---|---|---|
| 0 to 7.5 | 3.98 | −2.05 |
| 15 | 2.66 | −1.37 |
| 35 | 1.76 | −0.91 |
| 70 | 1.05 | −0.54 |

At 15 meV the loss is $\operatorname{arcosh}2=1.32$, a third of the total. In (2) this loss does not depend on $\Lambda$, though it still relies on the bands being linear up to the Fermi level.

Temperature acts through (5). With $\mu$ held at midgap and the gap fixed, $\chi$ is $-1.76\times10^{-4}$ at 77 K and $-1.12\times10^{-4}$ at 300 K, where thermal carriers have removed 46% of the zero-temperature value. This share depends on the cutoff: for $\Lambda=100$ meV it is 55%. These values also assume a linear band along the heavy axis. With the free-electron term and the 56 meV cutoff discussed below, they become about $-1.0\times10^{-4}$ at 77 K and $-0.45\times10^{-4}$ at 300 K.

A finite field also weakens the response. Let $b=w/\Delta^2$, which reaches one at 0.061 T. The next Euler–Maclaurin term in (3) is $+w^3F'''(0)/360$, with $F'''(0)=-3/(8\varepsilon^5)$. Relative to the leading term it lowers the logarithm, defined through $2\delta u/B^2$, by

$$
\frac{b^2}{60}\cdot\frac38\int_{-\infty}^{\infty}\frac{d\kappa}{(1+\kappa^2)^{5/2}}=\frac{b^2}{60}\cdot\frac38\cdot\frac43=\frac{b^2}{120}.
$$

At 0.1 T this estimate is 0.022, while the full level sum gives 0.018. At 1 T, where the expansion no longer applies, the sum gives a loss of 0.31 out of 3.98. The differential susceptibility $-\mu_0\,\partial^2u/\partial B^2$ loses more: about 0.085 at 0.1 T and 0.74 at 1 T, in the same units. Temperature, field and doping each prevent the divergence that (1) would otherwise have as $\Delta\to0$.

## How far this describes bismuth

A serious approximation in the example is the linear band along the heavy axis. The omitted free-electron term $\hbar^2k^2/2m_0$ equals the linear term $\hbar v_2k$ at an energy $2m_0v_2^2=56$ meV, well below $\Lambda$. With the field along this axis, the term shifts both bands alike at each $k_z$, so it leaves the response of a filled sea unchanged. Near this energy, however, it would lift the valence band through midgap, and the two-band model fails. Cutting off there gives $-1.40\times10^{-4}$, which is 32% smaller in magnitude. The gap value and the entries of the table are therefore estimates. The free-electron Zeeman coupling matters less. It is about 0.2% of the effective one for this field direction, but its cross term with the orbital motion depends on the form of the coupling and on the cutoff, and can reach a few per cent of $\chi$. The free-electron kinetic energy across the field gives a correction of similar size.

Direction matters greatly. At the same $\Lambda$, formula (1) for one valley gives $-1.0\times10^{-6}$ for a field along axis 1 and $-2.1\times10^{-6}$ along axis 3. These two values show only that the response is far weaker than along axis 2. The heavy axis now lies across the field, and the omitted free-electron kinetic energy can give a correction larger than the values themselves. Bismuth has three such valleys, related by rotations of 120° about the trigonal axis, here taken as axis 3. Their sum is $\frac32(\chi_1+\chi_2)=-3.1\times10^{-4}$ for a field in the plane of axes 1 and 2, and $3\chi_3=-6\times10^{-6}$ along axis 3. The measured diamagnetism is of rough size $10^{-4}$ in both directions. The in-plane value, which holds for a Fermi level in the gap, has the right order, and so does the value for the Fermi level of pure bismuth, treated below, which lies between about $-0.65\times10^{-4}$ and $-1.6\times10^{-4}$ depending on where the heavy axis is cut off. The trigonal one is far too small. In the real crystal the heavy axes are tilted out of the plane by roughly 6°, which adds about $3\sin^2(6^\circ)\times2.05\times10^{-4}\approx7\times10^{-6}$ to the trigonal magnitude. That doubles it and still falls well short, so this model should not be used for that direction. It also leaves out the hole band, remote bands and core electrons.

In pure bismuth the Fermi level lies inside the L-point conduction band, roughly 35 meV from midgap, where the table gives 44% of the plateau value. The free-electron term along the heavy axis alters this entry, because carriers then fill $k_z$ only up to $\varepsilon+\hbar^2k_z^2/2m_0=\mu$. At the same $\Lambda$, with the valence band still counted as full, $\chi$ becomes $-1.09\times10^{-4}$, or 53% of the plateau. At 70 meV the change is larger, from $-0.54\times10^{-4}$ to $-0.82\times10^{-4}$. Counting the valence band as full up to $\Lambda=200$ meV is not consistent with this term, which would lift it to about 520 meV above midgap there. At $\mu=35$ meV, cutting off where the valence band crosses $\mu$ ($\hbar v_2k_z\approx80$ meV) gives $-0.62\times10^{-4}$, and the 56 meV cutoff gives $-0.43\times10^{-4}$. The in-plane sum over three valleys is then $-0.93\times10^{-4}$ or $-0.65\times10^{-4}$, in place of $-1.6\times10^{-4}$. Alloying with antimony can bring the Fermi level into a gap, but it changes the gap and the velocities as well, so the table, which holds them fixed, does not describe an alloy series. The numerical output below lists the remaining values.

## Numbers as computed

```
TESTS (reduced units, dimensionless)
Landau levels, grid vs formula, max error: 6.8e-04
Sea log growth, cutoff 20 to 80: 1.3967
  and ln 4: 1.3863
chi from level sum / chi from law: 0.99964
Sea: orbital-only part / total: -0.5000
Carrier loss of log, mu=2, kT=0.1, sum: 1.3103
  thermal formula: 1.3103
  arcosh(2), T = 0: 1.3170
Carriers: spin part / orbital part: -3.000
Thermal loss, mu=0, kT=0.5, sum: 0.2077
  thermal formula: 0.2077
Band edge: law / (2/3 Pauli): 0.99933
Interband log, gap 4 to gap 1: 1.3861
Interband log, k from 50 to 100: 0.6931
  and ln 2: 0.6931
Unequal velocities, response: 0.5544
  (vx vy/vz) ln 4: 0.5545
EXAMPLE (one valley, field along heavy axis 2)
Gap: 15.0 meV; cutoff Lambda: 200 meV
v1, v2, v3: 1.00, 0.07, 0.70 1e6 m/s
chi0: 5.165e-05 (SI)
asinh(Lambda/Delta): 3.9769
ln(2 Lambda/Delta): 3.9766
chi in gap: -2.054e-04 (SI)
chi in gap: -1.635e-05 (cgs, emu/cm3)
mu = 7.5 meV: log 3.977, chi -2.054e-04 (SI)
mu = 15.0 meV: log 2.660, chi -1.374e-04 (SI)
mu = 35.0 meV: log 1.755, chi -9.065e-05 (SI)
mu = 70.0 meV: log 1.053, chi -5.439e-05 (SI)
mu = 120.0 meV: log 0.512, chi -2.645e-05 (SI)
chi in gap, field along axis 1: -1.01e-06 (SI)
chi in gap, field along axis 3: -2.05e-06 (SI)
Three valleys, field in plane of axes 1,2: -3.10e-04 (SI)
Three valleys, field along axis 3: -6.16e-06 (SI)
NEGLECTED OR LIMITING EFFECTS
Lambda doubled: chi -2.412e-04 (SI)
Gap halved: chi -2.412e-04 (SI)
T = 77 K, midgap: log 3.407, chi -1.760e-04 (SI)
T = 300 K, midgap: log 2.163, chi -1.117e-04 (SI)
Field where b = 1: 0.0610 T
Loss of log at B = 0.1 T: 0.018
Loss of log at B = 1.0 T: 0.308
Free-electron k^2 equals linear term at: 55.7 meV
  chi with that cutoff: -1.396e-04 (SI)
Cyclotron mass = free/effective Zeeman ratio: 0.00188 (m0)
```
